Coulomb-blockade peak heights: single-level 1/T law and metallic plateau, part 2

A quantum dot is coupled to two metallic leads through tunnel barriers. On cooling, the Coulomb blockade conductance peaks of some dots grow, while those of others keep their height. We want to know what decides between the two, now allowing many levels to take part.

Level p has energy E_p, and ΔE is the level spacing. The electrostatic energy U(N) of N electrons has second difference e²/C, with C the total capacitance. The cost of the next electron, measured from the leads' Fermi level, is δ, and x = δ/kT. The Fermi function is f(ε) = 1/(1 + e^{ε/kT}), with −f′ = f(1 − f)/kT.

An electron in a level escapes into empty lead a = l, r at rate Γ_a. Tunnelling in has rate Γ_a f_a and tunnelling out Γ_a(1 − f_a), where f_a is the lead's occupation at the energy concerned. Γ = Γ_l + Γ_r, and γ_p is the series rate γ below for level p. The bias V raises the left lead by eV and may shift the dot energies by a fraction κ of eV. With e > 0, current I is positive when electrons flow from left to right, and G = I/V at small bias.

For one nondegenerate level, with ħΓ ≪ kT,

I = e γ (f_l − f_r),   γ = Γ_l Γ_r/(Γ_l + Γ_r).     (3)

G = (e²γ/4kT) cosh⁻²(δ/2kT).     (5)

Equivalently, G = e²γ f(1 − f)/kT at energy δ. The peak area ∫ G dδ = e²γ is independent of temperature. Lifetime broadening replaces the sharp level by a Lorentzian of full width ħΓ, which lowers the peak slightly and adds an algebraic wing.

For the first electron entering a degenerate spin pair with equal rates and no double occupation,

G = (e²γ/kT) · 2/[3 + 2√2 cosh(x − ½ ln 2)],     (10)

where 2√2 cosh(x − ½ ln 2) = e^x + 2e^{−x}.

The numerical example has Γ_l = 2.0×10⁷ s⁻¹ and Γ_r = 6.0×10⁷ s⁻¹, so γ = 1.50×10⁷ s⁻¹, hγ = 0.0620 µeV and ħΓ = 0.0527 µeV.

### The general linear response

Describe the dot by its set of occupations n = {n_p}, with each n_p equal to 0 or 1 and N = Σ n_p. Spin states are counted as separate levels. Adding an electron to an empty level p of an N-electron configuration costs

ε = E_p + U(N+1) − U(N).     (11)

At zero bias the probability of a configuration is the Boltzmann weight

P_eq(n) ∝ exp{−[Σ_p n_p E_p + U(N)]/kT},

with energies measured from the Fermi level. Let n+p denote the configuration n with level p filled in addition. Then

P_eq(n+p)/P_eq(n) = e^{−ε/kT} = f(ε)/(1 − f(ε)).

This is detailed balance. It says that the two products

K = f P_eq(n) = (1 − f) P_eq(n+p)     (12)

are equal, so filling and emptying cancel for each pair of configurations.

Now give lead a the small potential μ_a. From −f′ = f(1 − f)/kT,

f_a = f + f(1 − f) μ_a/kT.

Write the disturbed distribution as P = P_eq(1 + φ), with φ of first order in the bias. The net flow from n to n+p through lead a is

J_a = Γ_a [f_a P(n) − (1 − f_a) P(n+p)].

Its zeroth-order part vanishes by (12). The first-order part has two contributions. The change of f_a gives

Γ_a f(1 − f)(μ_a/kT)[P_eq(n) + P_eq(n+p)].

By (12) the bracket is K/f + K/(1 − f) = K/[f(1 − f)], so this contribution is Γ_a K μ_a/kT. The change of the distribution gives Γ_a K[φ(n) − φ(n+p)]. Together,

J_a = Γ_a K [μ_a/kT + φ(n) − φ(n+p)].     (13)

The distribution is stationary if J_l + J_r = 0 for every pair. That requires

φ(n+p) − φ(n) = u_p/kT,   u_p = (Γ_l μ_l + Γ_r μ_r)/(Γ_l + Γ_r),

with the rates of level p. The right side does not depend on which other levels are filled, so one function satisfies all the conditions:

φ(n) = c + Σ_p n_p u_p/kT.

The constant c is fixed by normalization. Tunnelling connects all configurations, so the stationary state is unique and this is the solution. Each level behaves as though it had its own electrochemical potential u_p, between those of the two leads.

Set μ_l = eV and μ_r = 0. Then μ_l − u_p = eVΓ_r/(Γ_l + Γ_r), and the left current carried by one pair is

eJ_l = eΓ_l K (μ_l − u_p)/kT = e²V γ_p K/kT.

Sum over all configurations with n_p = 0. Those with the same N have the same ε, so their weights combine into P_eq(N, n_p=0), the joint probability that the dot has N electrons and level p is empty:

G = (e²/kT) Σ_p Σ_N γ_p P_eq(N, n_p=0) f(ε).     (14)

A bias-induced shift of all dot energies by κeV changes K at first order. Since K multiplies a factor already proportional to V, the linear conductance is unaffected.

Energy relaxation inside the dot was not included. If the ratio Γ_l/Γ_r is the same for every level, all u_p are equal and φ depends only on N. The distribution at fixed N then remains thermal, and relaxation that respects thermal equilibrium does not alter it. If the ratios differ, fast relaxation can change the result.

The numerical check solves the full rate equation for four levels with unequal couplings at small bias, and the result agrees with (14).

### Testing the general formula on one level and on a pair

For kT ≪ ΔE − |δ| and kT ≪ e²/C, one level and one value of N remain. The probability that it is empty is 1 − f(δ), and (14) gives e²γ f(1 − f)/kT, the result of the first half.

For a spin pair, P_eq(N) = 1/(1 + 2e^{−x}), and two levels contribute. Thus

G = (2e²γ/kT)/[(1 + 2e^{−x})(1 + e^x)] = (2e²γ/kT)/(3 + e^x + 2e^{−x}),

which is (10) again.

Equation (14) also gives the first correction from neighbouring levels. Take equally spaced nondegenerate levels with equal γ, set δ = 0, and let q = e^{−ΔE/kT} ≪ 1. Each of the two charge states has a ground configuration of weight 1 and one excited configuration of weight q, so the normalization is 2(1 + q). From the N-electron ground state, the lowest empty level contributes f(0) = 1/2, and the next one contributes f(ΔE) ≈ q. From the excited state of weight q, the vacated lower level contributes f(−ΔE) ≈ 1. To first order in q,

(1/2 + q + q)/[2(1 + q)] ≈ (1/4)(1 + 3q).

For ΔE = 200 µeV at 400 mK, kT = 34.47 µeV and q = e^{−5.80} ≈ 0.0030. The predicted increase is 0.9%. The full sum (14) for a ladder of levels gives 17.59 nS, against 17.43 nS from the single-level formula, in agreement with that estimate.

On the flanks the correction is larger. For δ ≫ kT the lowest empty level contributes f(δ) ≈ e^{−x}, while the vacated lower level contributes q f(δ − ΔE). Their ratio is q e^x/(1 + q e^x) = f(ΔE − δ). It is of order e^{−(ΔE−δ)/kT} for δ below ΔE, equals 1/2 at δ = ΔE, and is close to 1 between ΔE and 2ΔE, where (14) gives about twice the single-level value (5). The equally spaced ladder behaves in the same way for negative δ. Equation (14) does not contain lifetime broadening, whose algebraic wing can exceed both contributions this far from the peak when the dot is cold.

### The metallic regime

Take the opposite order of level spacing and temperature,

ΔE ≪ kT ≪ e²/C.

Charging still permits only N and N+1 near the peak, but many levels are thermally active. Let all levels have the same γ and the same mean spacing ΔE, with spin states counted separately. The barriers must be opaque enough for the charge to be well localized: hΓ_l and hΓ_r must both be small compared with ΔE. In terms of conductance, each barrier must conduct much less than e²/h.

Let F_p be the probability that level p is filled when the dot holds N electrons. Adding one electron distributes it over roughly kT/ΔE levels, so each F_p changes by an amount of order ΔE/kT. Neglect that change. Detailed balance for level p then reads

P_eq(N+1) F_p = P_eq(N)(1 − F_p) e^{−ε/kT}.

The ratio P_eq(N+1)/P_eq(N) is the same for every p. Therefore (1 − F_p)e^{−E_p/kT}/F_p must be independent of p, which makes F_p a Fermi function of the level energy. Measure E from the point where F = 1/2. Then F = f(E), and the cost of filling level E is ε = E + δ, where δ is now the cost of adding an electron at the dot's own Fermi level. On the scale of kT, its difference from the cost of the lowest empty level is negligible. Since (1 − F)/F = e^{E/kT},

P_eq(N+1)/P_eq(N) = e^{E/kT} e^{−(E+δ)/kT} = e^{−δ/kT},

and with two charge states

P_eq(N) = 1/(1 + e^{−x}).     (15)

The sum over levels in (14) becomes an integral with density 1/ΔE:

Σ_p (1 − F_p) f(ε) → (1/ΔE) ∫ [1 − f(E)] f(E + δ) dE.

Set y = e^{E/kT} and b = e^x. Then dE = kT dy/y, 1 − f(E) = y/(1 + y), and f(E + δ) = 1/(1 + by). The integral is

kT ∫₀^∞ dy/[(1 + y)(1 + by)].

Partial fractions give

1/[(1 + y)(1 + by)] = [b/(1 + by) − 1/(1 + y)]/(b − 1),

because b(1 + y) − (1 + by) = b − 1. The antiderivative is ln[(1 + by)/(1 + y)]/(b − 1), which runs from 0 to ln b/(b − 1). Hence

∫ [1 − f(E)] f(E + δ) dE = δ/(e^x − 1).     (16)

At δ → 0 this tends to kT, the energy window in which the dot has empty states and the lead has electrons.

Insert (15) and (16) in (14):

G = (e²γ/kT) · [1/(1 + e^{−x})] · (1/ΔE) · δ/(e^x − 1).

The denominators combine as (1 + e^{−x})(e^x − 1) = e^x − e^{−x} = 2 sinh x, so

G = (e²γ/2ΔE) · (δ/kT)/sinh(δ/kT).     (17)

At the centre x/sinh x = 1. The height e²γ/2ΔE contains no temperature.

### Why the height is constant

At δ = 0, a level at the dot's Fermi level contributes (e²γ/kT) × 1/2 × 1/2 × 1/2 = e²γ/8kT. The three factors are the probability of having N electrons, the probability that the level is empty, and the lead occupation. Other levels contribute in proportion to 4f(1 − f). Since ∫ f(1 − f) dE = kT, the effective number of contributing levels is 4kT/ΔE. The product is

(e²γ/8kT)(4kT/ΔE) = e²γ/2ΔE.

A level at the Fermi level contributes less, as 1/T, when the temperature rises, but the effective number of contributing levels grows at the same rate.

The remaining factor 1/2 is a trace of the blockade. Between a lead and a dot with a continuous spectrum and no charging energy, the current is (eΓ_a/ΔE)∫[f(E − eV) − f(E)]dE = e²Γ_aV/ΔE. The barrier conductances are thus e²Γ_l/ΔE and e²Γ_r/ΔE, and in series they give e²γ/ΔE. The blockade peak reaches half of this, because at resonance an electron can enter from a lead only while the dot holds N electrons, which is half the time.

The area makes the same contrast. Expanding 1/sinh x = 2Σ_k e^{−(2k+1)x} for x > 0, with k = 0, 1, 2, …, and using ∫₀^∞ x e^{−mx}dx = 1/m²,

∫ (x/sinh x) dx = 4 Σ_k 1/(2k+1)² = 4 × π²/8 = π²/2.

The metallic area is (π²/4)e²γkT/ΔE. It grows as T, while the single-level area is constant. Both widths are proportional to T, so one height is constant and the other falls as 1/T.

### The two peaks in numbers

Keep Γ_l and Γ_r from the first half and take e²/C = 2000 µeV. Compare a dot with ΔE = 200 µeV and one with ΔE = 2 µeV. For the second, hγ = 0.0620 µeV gives

G_max/(e²/h) = hγ/2ΔE = 0.0620/4 = 0.0155,

or 601 nS. The more transparent barrier has Γ_r = 4γ and hence conducts 4 × 0.0620/2 ≈ 0.12 in units of e²/h. This is small, but higher-order tunnelling could give visible corrections, which are not calculated here.

The heights from the full sum (14) over an equally spaced ladder are:

- 100 mK: 69.7 nS for the wide spacing, 624.6 nS for the narrow one.
- 200 mK: 34.9 nS and 612.6 nS.
- 400 mK: 17.6 nS and 606.7 nS.

From 400 mK down to 100 mK the first height grows by a factor of 3.96, and the second by 1.03.

The small remaining rise in the metallic dot comes from its finite spacing. Let a = ΔE/kT, and number the ladder so that m = 1 is the lowest empty level of the N-electron ground state. At δ = 0 the two charge states are equally likely, and adding an electron shifts the ladder's occupations by one level. Detailed balance therefore gives, for the N-electron occupations,

n_m = e^{−ma}(1 − n_{m+1}).

Let z = (m − ½)a, F = 1/(1 + e^z) and n = F + ac. Use ma = z + a/2, n_{m+1} ≈ F + aF′ + ac, e^{−z} = F/(1 − F) and F′ = −F(1 − F). The zeroth order is satisfied, and the first-order terms give c = −F/2 − F(F′ + c)/(1 − F). Multiplying by 1 − F and collecting c gives

c = −F[F′ + (1 − F)/2] = −F(1 − F)(½ − F).

The lead factor is F(z − a/2) ≈ F + aF(1 − F)/2. The first-order part of (1 − n_m) times this factor is F(1 − F)[(1 − F)/2 + F(½ − F)]. Replacing the sum over m by (1/a)∫dz adds nothing at this order: for a smooth summand g the midpoint error per interval is of order a³g″, which sums to order a². Because F(1 − F)dz = −dF, integrating over z gives 1/4 + (1/4 − 1/3) = 1/6, compared with 1 from the leading part. The height is therefore

G_max ≈ (e²γ/2ΔE)(1 + ΔE/6kT).

This predicts excesses of 3.9%, 1.9% and 1.0% relative to (17) at the three temperatures. The ladder sums give 4.0%, 2.0% and 1.0%.

### Telling the regimes apart

The ratio of the metallic height to the single-level height, for the same γ and ΔE, is 2kT/ΔE. The two expressions coincide at kT = ΔE/2, which is 1.16 K for the wide spacing and 11.6 mK for the narrow one. That temperature marks the crossover, where neither limiting formula applies and (14) must be summed.

The line shape is a weaker guide. Solving x/sinh x = 1/2 gives a full width of 4.35kT, against 3.53kT for one level. The metallic shape is close to cosh⁻²(δ/2.5kT), with an error of at most about 0.008 of the peak height on the computed grid. A metallic peak fitted with the single-level form would therefore look like a single-level peak at about 1.24 times the true temperature, the ratio 4.355/3.525 of the two widths. Unless the temperature and the conversion from gate voltage to δ are known independently, the width alone does not settle the matter. The change of height on cooling distinguishes the two limits under four conditions. The tunnel rates themselves must not vary with temperature. The levels must have comparable rates, since a strongly coupled excited level can mask the 1/T law. And kT must stay far above ħΓ, since a single level with kT far below ħΓ also approaches a constant height. Finally, T is the temperature of the electrons in the leads, which must follow the cooling, and the bias must satisfy eV ≪ kT at the lowest temperature. At fixed V, equation (3) gives a single-level maximum of I/V equal to eγ tanh(eV/4kT)/V, which stops growing once kT falls well below eV. For V = 100 µV it rises by only a factor of 1.6 from 400 mK to 100 mK.

Table of computed values

```
Left, right tunnel rates: 2.0e+07, 6.0e+07 1/s
Series rate gamma: 1.50e+07 1/s
Charging energy e^2/C: 2000 ueV
Level spacing, single-level dot: 200 ueV
Level spacing, metallic dot: 2 ueV
Lifetime width hbar(Gl+Gr): 0.0527 ueV
h*gamma: 0.0620 ueV
Metallic height, formula: 600.8 nS
Metallic height / (e^2/h): 0.0155
T = 100 mK: kT = 8.617 ueV
  single-level height, formula: 69.72 nS
  single-level height, ladder: 69.72 nS
  metallic height, ladder: 624.6 nS
  FWHM single-level: 30.4 ueV, metallic: 37.5 ueV
T = 200 mK: kT = 17.235 ueV
  single-level height, formula: 34.86 nS
  single-level height, ladder: 34.86 nS
  metallic height, ladder: 612.6 nS
  FWHM single-level: 60.8 ueV, metallic: 75.1 ueV
T = 400 mK: kT = 34.469 ueV
  single-level height, formula: 17.43 nS
  single-level height, ladder: 17.59 nS
  metallic height, ladder: 606.7 nS
  FWHM single-level: 121.5 ueV, metallic: 150.1 ueV
Ladder height ratio 100 mK/400 mK, single-level: 3.964
Ladder height ratio 100 mK/400 mK, metallic: 1.030
FWHM/kT: single-level 3.5255, metallic 4.3546
delta/kT = 0: G/Gmax single 1.0000, metallic 1.0000
delta/kT = 1: G/Gmax single 0.7864, metallic 0.8509
delta/kT = 2: G/Gmax single 0.4200, metallic 0.5514
delta/kT = 4: G/Gmax single 0.0707, metallic 0.1466
Largest error of cosh^-2(delta/2.5kT) fit / Gmax: 0.0077
Limiting heights equal at T = 1.160 K (200 ueV dot)
Limiting heights equal at T = 11.60 mK (2 ueV dot)
Spin pair: peak at delta/kT = 0.3466
Spin pair: height / nondegenerate height = 1.3726
Broadened / unbroadened peak at 100 mK: 0.99834
Broadened / unbroadened G at delta = 5 kT, 100 mK: 1.008
Broadened / unbroadened G at delta = 10 kT, 100 mK: 1.243
Broadened / unbroadened G at delta = 15 kT, 100 mK: 15.833
Largest relative deviation, level sum vs master eq.: 1.1e-08
Largest relative deviation, cosh^-2 vs master eq.: 6.1e-08
```
